# Thermal free–free Gaunt factor: classical and Born logarithms and their crossover, part 1

(Sections cited here and not found follow in the second part.)

## The Gaunt factor at one electron speed

An electron of mass \(m\) and speed \(v\) moves in the field of a fixed bare point charge \(Ze\) and emits a photon of angular frequency \(\omega=2\pi\nu\). Its motion is non-relativistic. With \(q^2=e^2/(4\pi\varepsilon_0)\), the potential energy is \(V=-Zq^2/r\). The electron energy is \(E=mv^2/2=\hbar^2k^2/2m\) before the emission and \(E-\hbar\omega=\hbar^2k'^2/2m\) after it. Two dimensionless numbers describe the encounter:

\[
\eta=\frac{Zq^2}{\hbar v},\qquad
\tau=\frac{\omega Zq^2}{mv^3}=\eta\,\frac{\hbar\omega}{2E}.
\]

The first measures the strength of the Coulomb field at the given speed. The second is a purely classical measure of frequency. The Gaunt factor \(g\) multiplies Kramers' energy-weighted cross-section, and it is convenient to split off a constant from it:

\[
\hbar\omega\frac{d\sigma}{d\omega}
=\frac{16\pi Z^2q^6}{3\sqrt3\,m^2c^3v^2}\,g,\qquad
g=\frac{\sqrt3}{\pi}\Lambda .
\]

At low frequency \(\Lambda\) is a logarithm. It is written L in the numerical output.

The starting point is the spontaneous electric-dipole rate \(4q^2\omega^3|\langle f|\mathbf r|i\rangle|^2/(3\hbar c^3)\). The equation of motion \(m\ddot{\mathbf r}=-\nabla V\) holds for operators, and between states whose energies differ by \(\hbar\omega\) two time derivatives give the factor \(-\omega^2\). Hence \(\langle f|\mathbf r|i\rangle=\langle f|\nabla V|i\rangle/(m\omega^2)\), and the rate becomes

\[
\frac{4q^2}{3\hbar c^3m^2\omega}\,|\langle f|\nabla V|i\rangle|^2 .
\]

Let the incoming wave have unit density, so that its flux is \(v\), and let \(S\) be the sum of \(|\langle f|\nabla V|i\rangle|^2\) over final states per unit final energy. Dividing the rate by the flux gives \(d\sigma/d(\hbar\omega)\), and multiplication by \(\hbar\cdot\hbar\omega\) gives

\[
\hbar\omega\frac{d\sigma}{d\omega}=\frac{4\hbar q^2}{3m^2c^3v}\,S .
\]

Comparison with the definition of \(\Lambda\), with \(v=\hbar k/m\), yields

\[
\Lambda=\frac{\hbar v}{4Z^2q^4}\,S=\frac{\hbar^2k}{4mZ^2q^4}\,S. \tag{1}
\]

The Born limit follows at once. The matrix element of \(\nabla V\) already contains one power of the field, so to leading order both states are plane waves. With \(\boldsymbol\kappa=\mathbf k-\mathbf k'\), the Fourier transform of \(V\) is \(-4\pi Zq^2/\kappa^2\), and the gradient supplies a factor \(\kappa\) in modulus:

\[
|\langle \mathbf k'|\nabla V|\mathbf k\rangle|^2=\frac{16\pi^2Z^2q^4}{\kappa^2}.
\]

There are \(mk'\,d\Omega/(8\pi^3\hbar^2)\) final states per unit energy. From \(\kappa^2=k^2+k'^2-2kk'\cos\theta\) one has \(\kappa\,d\kappa=kk'\sin\theta\,d\theta\), hence \(d\Omega=2\pi\kappa\,d\kappa/(kk')\) after the azimuthal integration. Therefore

\[
S=16\pi^2Z^2q^4\,\frac{mk'}{8\pi^3\hbar^2}\,\frac{2\pi}{kk'}
\int_{k-k'}^{k+k'}\frac{d\kappa}{\kappa}
=\frac{4mZ^2q^4}{\hbar^2k}\ln\frac{k+k'}{k-k'},
\]

and (1) gives \(\Lambda_{\rm B}=\ln[(k+k')/(k-k')]\). Multiplying numerator and denominator by \(k+k'\), and using \(k^2-k'^2=2m\omega/\hbar\), we find for \(\hbar\omega\ll E\)

\[
\Lambda_{\rm B}=\ln\frac{(k+k')^2}{k^2-k'^2}\;\to\;
\ln\frac{2mv^2}{\hbar\omega}=\ln\frac{4E}{h\nu}. \tag{2}
\]

For arbitrary \(\eta\) the plane waves must be replaced by Coulomb waves. Let \(u_l(r)\) be the regular radial function that obeys

\[
u_l''=\left[\frac{l(l+1)}{r^2}-\frac{2\eta k}{r}-k^2\right]u_l
\]

and has unit amplitude at large \(r\). The product \(\eta k=mZq^2/\hbar^2\) does not depend on energy. Apart from phases, the incoming wave contains the terms \(\sqrt{4\pi(2l+1)}\,u_l/(kr)\,Y_{l0}\). A final state normalized per unit energy is \(\sqrt{2m/(\pi\hbar^2k')}\,u_{l'}/r\,Y_{l'm'}\). The root follows from \(\int u_ku_{k'}dr=(\pi/2)\delta(k-k')\) and \(\delta(k-k')=(\hbar^2k/m)\,\delta(E-E')\).

The gradient of \(V\) is \((Zq^2/r^2)\,\mathbf n\), where \(\mathbf n\) is the radial unit vector. To sum over \(m'\) and over the components of \(\mathbf n\), note that the projector on angular momentum \(l'\) has the kernel \((2l'+1)P_{l'}(\mathbf n\cdot\mathbf n')/4\pi\). The sum thus has the kernel

\[
\frac{2l'+1}{4\pi}\,\xi P_{l'}(\xi)
=\frac{(l'+1)P_{l'+1}(\xi)+l'P_{l'-1}(\xi)}{4\pi},\qquad \xi=\mathbf n\cdot\mathbf n'.
\]

This kernel is a sum of projectors, so different initial \(l\) do not interfere. Its value on initial angular momentum \(l\) is \((l+1)/(2l+1)\) for \(l'=l+1\) and \(l/(2l+1)\) for \(l'=l-1\). The factors \(2l+1\) cancel. With \(n\) the larger of the two angular momenta,

\[
S=\frac{8mZ^2q^4}{\hbar^2k^2k'}\sum_{n=1}^\infty n\,(I_{n-1\to n}^2+I_{n\to n-1}^2),
\]
\[
\Lambda=\frac{2}{kk'}\sum_{n=1}^\infty n\,(I_{n-1\to n}^2+I_{n\to n-1}^2),
\qquad I_{l\to l'}=\int_0^\infty\frac{u_l(k,r)\,u_{l'}(k',r)}{r^2}\,dr. \tag{3}
\]

With free waves this sum is the Born result in another basis. Numerical radial integration at \(\hbar\omega/E=0.2\) gives 2.887 for free waves, in agreement with the closed logarithm.

At zero frequency the integrals in (3) can be found without special functions. Put \(k'=k\), and write \(u=u_{n-1}\) and \(w=u_n\). The two radial equations differ only in the centrifugal term, by \([n(n+1)-n(n-1)]/r^2=2n/r^2\), so

\[
\frac{d}{dr}(uw'-u'w)=\frac{2n}{r^2}\,uw,\qquad
I_n=\frac{1}{2n}\Big[uw'-u'w\Big]_0^\infty .
\]

The lower limit vanishes because \(u\sim r^n\) and \(w\sim r^{n+1}\). The upper limit needs the phase of \(w\) relative to \(u\), which a ladder operation supplies. Let

\[
a(r)=\frac nr-\frac{\eta k}{n},\qquad
C_n=k^2+\frac{\eta^2k^2}{n^2},\qquad \tilde w=au-u'.
\]

Since \(a^2+a'=n(n-1)/r^2-2\eta k/r+\eta^2k^2/n^2\), the equation for \(u\) reads \(u''=(a^2+a'-C_n)u\). Differentiation gives

\[
\tilde w'=a'u+au'-u''=au'-(a^2-C_n)u=-a\tilde w+C_nu,
\]
\[
\tilde w''=-a'\tilde w-a(-a\tilde w+C_nu)+C_nu'=(a^2-a'-C_n)\tilde w .
\]

Here \(a^2-a'\) contains \(n(n+1)/r^2\), so \(\tilde w\) obeys the equation for angular momentum \(n\). It stays finite at the origin, where the irregular solution would grow as \(r^{-n}\), and is therefore proportional to \(w\).

At large \(r\) write \(u=\sin\varphi\) with \(\varphi'\to k\). Then \(\tilde w\to-k[\cos\varphi+(\eta/n)\sin\varphi]\), whose amplitude is \(\sqrt{C_n}\). With \(\tan\beta=\eta/n\), the normalized function is, up to an irrelevant sign,

\[
w=-(\cos\beta\cos\varphi+\sin\beta\sin\varphi),\qquad
w'=k(\cos\beta\sin\varphi-\sin\beta\cos\varphi).
\]

In \(uw'-u'w\) the terms with \(\sin\beta\) cancel, and \(k\cos\beta\) remains. Since \(\cos\beta=n/\sqrt{n^2+\eta^2}\),

\[
I_n=\frac{k\cos\beta}{2n}=\frac{k}{2\sqrt{n^2+\eta^2}} . \tag{4}
\]

Inserted into (3), this would give \(\Lambda=\sum n/(n^2+\eta^2)\), which diverges logarithmically. The divergence comes from distant passages. An electron with angular momentum \(n\hbar\) passes at a distance of about \(n/k\) in a time \(n/(kv)\). At any non-zero frequency the passage becomes too slow to radiate once \(n\gtrsim kv/\omega=2E/\hbar\omega\). Those passages are almost unaffected by the Coulomb distortion of the waves, so the Born sum treats them correctly. We therefore subtract the Born sum term by term and take the limit in the difference:

\[
\Lambda-\Lambda_{\rm B}\to
-\sum_{n=1}^\infty\left(\frac1n-\frac{n}{n^2+\eta^2}\right).
\]

The summand falls as \(\eta^2/n^3\). An estimate supports the interchange of limit and sum. At finite frequency the distortion may also enter linearly, with relative size \(\eta/n\). Equation (4) is even in \(\eta\), so this linear effect must vanish with \(n\hbar\omega/2E\). A term of size \(1/n\) is then changed by an amount of order \(\tau/n\), and the sum up to \(n\sim2E/\hbar\omega\) is of order \(\tau\ln(2E/\hbar\omega)\), which tends to zero.

The digamma function has the series \(\psi(1+z)=-\gamma+\sum[1/n-1/(n+z)]\), where \(\gamma=0.5772\) is Euler's constant. Since \(n/(n^2+\eta^2)\) is the real part of \(1/(n+i\eta)\), the low-frequency result is

\[
\Lambda=\ln\frac{2mv^2}{\hbar\omega}-\gamma-\operatorname{Re}\psi(1+i\eta),
\qquad \hbar\omega\ll E,\quad\tau\ll1. \tag{5}
\]

For \(\eta\to0\), \(\psi(1)=-\gamma\) restores the Born logarithm. For \(\eta\to\infty\), \(\operatorname{Re}\psi(1+i\eta)\to\ln\eta\), and Planck's constant disappears:

\[
\Lambda_{\rm cl}=\ln\frac{2mv^3}{\omega Zq^2}-\gamma=\ln\frac2\tau-\gamma. \tag{6}
\]

Sommerfeld's hypergeometric expression, which holds for any photon energy in this model, is not derived here but serves as a check. It agrees with direct radial integration at \(\eta=1\) and \(\hbar\omega/E=0.2\), and it agrees with (5) within 0.002 at \(\hbar\omega/E=10^{-6}\) for \(\eta=0.05\), 0.5 and 5.

Equation (6) should also follow from orbits alone. The Larmor power is \(2q^2|\mathbf a|^2/(3c^3)\), with \(\mathbf a\) the acceleration. If \(\mathbf a_\omega=\int\mathbf a\,e^{i\omega t}dt\), Parseval's theorem gives the energy \(2q^2|\mathbf a_\omega|^2/(3\pi c^3)\) per unit positive \(\omega\). Integration over impact parameters with weight \(2\pi b\,db\) and comparison with the definition of \(\Lambda\) give

\[
\Lambda=\frac{1}{4a_0^2v^2}\int_0^\infty|\mathbf a_\omega|^2\,b\,db,\qquad
a_0=\frac{Zq^2}{mv^2}.
\]

A hyperbola of eccentricity \(\epsilon\) has \(b=a_0\sqrt{\epsilon^2-1}\) and is described by

\[
x=a_0(\epsilon-\cosh s),\quad y=b\sinh s,\quad
t=\frac{a_0}{v}(\epsilon\sinh s-s).
\]

Let \(J=\int e^{i\tau(\epsilon\sinh s-s)}ds\). Shifting the path by \(i\pi/2\) turns \(\sinh s\) into \(i\cosh s\), and \(J=2e^{\pi\tau/2}K_{i\tau}(\tau\epsilon)\), with \(K\) the modified Bessel function. The same exponential weighted with \(\sinh s\) integrates to \(-(i/\tau)\,dJ/d\epsilon\). Weighted with \(\cosh s\) it gives \(J/\epsilon\), because the total derivative of the exponential integrates to zero. The acceleration transform has \(\omega\) times the modulus of the velocity transform, and \(\omega a_0=\tau v\). With \(z=\tau\epsilon\) and \(K=K_{i\tau}(z)\),

\[
|\mathbf a_\omega|^2=4v^2\tau^2e^{\pi\tau}
\left[K'^2+\left(1-\frac{\tau^2}{z^2}\right)K^2\right].
\]

Bessel's equation \((zK')'=(z-\tau^2/z)K\) makes \(z\) times the bracket equal to \((zKK')'\). As \(b\,db=a_0^2\epsilon\,d\epsilon\), the integral over \(z\) from \(\tau\) to infinity gives

\[
\Lambda=-e^{\pi\tau}\,\tau K_{i\tau}(\tau)K_{i\tau}'(\tau). \tag{7}
\]

For small \(\tau\), \(-\tau K'\to1\) and \(K\to\ln(2/\tau)-\gamma\), which is (6). The functions \(K_{i\tau}\) are even in their order, so the leading correction is the factor \(e^{\pi\tau}\). At \(\tau=0.01\), equation (7) gives 4.863, and Fourier-transformed orbits give 4.862 when impact parameters below \(0.03a_0\), worth about 0.0005, are left out, where (6) gives 4.721 and the factor raises it to 4.872.

Both limits have the form \(\ln(b_{\max}/b_{\min})\) with \(b_{\max}\sim v/\omega\). The inner length is the distance \(a_0\) of strong deflection if \(\eta\gg1\), and the reduced wavelength \(1/k\) if \(\eta\ll1\). Their ratio is \(a_0k=\eta\).

At one electron speed, the low-frequency Gaunt factor is now known for any \(\eta\), with the Born and classical logarithms as its two limits. What remains is to average it over a thermal distribution of speeds and to find where one limit gives way to the other.

Numerical values quoted here were computed with a short program.
